# Inverse-square-root divergence of the pyroelectric coefficient in Landau theory

**Q:** You say that a ferroelectric becomes a strong pyroelectric just below its transition. But the polarization vanishes at a continuous transition. How can a vanishing quantity give a large signal?

**A:** The pyroelectric coefficient measures the slope of the polarization, not its size. With $P$ the polarization along the polar axis, $T$ the temperature and $E$ the electric field along that axis, I define

$$p=\left(\frac{\partial P}{\partial T}\right)_{E},$$

with the stress also held fixed. A function can go to zero with a finite slope, a zero slope or an infinite one. Which of these happens has to be found from the equation of state.

**Q:** Then give me the equation of state, and tell me what you assume in writing it.

**A:** I take a uniform, single-domain crystal with one polar axis, whose high-temperature phase is symmetric under $P\to-P$. Without a field, the free-energy density then contains even powers of $P$. Keeping three of them and adding the coupling to the field,

$$F=F_0(T)+\tfrac12 a(T-T_0)P^2+\tfrac14 bP^4+\tfrac16 cP^6-EP .$$

The constants satisfy $a>0$, $b>0$ and $c\ge 0$, and $F_0$ does not depend on $P$. The field $E$ is the macroscopic field inside the crystal; short-circuited electrodes on its polar faces hold it at zero. This is a mean-field description: one uniform $P$ minimizes $F$, and fluctuations about it are ignored.

The derivative of $F$ with respect to $P$ must vanish in equilibrium:

$$a(T-T_0)P+bP^3+cP^5=E. \tag{1}$$

**Q:** At zero field $P=0$ always solves that. Why should the crystal choose anything else?

**A:** Set $E=0$ and factor out $P$:

$$P\left[a(T-T_0)+bP^2+cP^4\right]=0 .$$

For $T>T_0$ the bracket is positive for every real $P$, so $P=0$ is the sole solution. Hence $p=0$ above the transition at zero field.

Below it, write $t=T_0-T>0$. The second derivative of $F$ is

$$\frac{\partial^2F}{\partial P^2}=-at+3bP^2+5cP^4 ,$$

which equals $-at<0$ at $P=0$. That state is now a local maximum. The other solutions obey $cP^4+bP^2-at=0$, a quadratic equation for $P^2$. For $c>0$ its positive root is

$$P_s^2=\frac{-b+\sqrt{b^2+4act}}{2c}=\frac{2at}{b+\sqrt{b^2+4act}} . \tag{2}$$

The second form follows on multiplying numerator and denominator by $b+\sqrt{b^2+4act}$, since the numerator becomes $4act$. It also covers $c=0$, where it gives $P_s^2=at/b$.

To check stability, replace $at$ by $bP_s^2+cP_s^4$ in the second derivative:

$$\left.\frac{\partial^2F}{\partial P^2}\right|_{P_s}=2bP_s^2+4cP_s^4>0 . \tag{3}$$

So $\pm P_s$ are minima. They have equal energy, and because $F$ rises without limit at large $|P|$ and has no other minima, they are the global ones. I follow the domain with $P=+P_s$. Equation (2) shows that $P_s\to0$ as $t\to0$, so the transition is continuous, that is, second order.

**Q:** Now the slope. If heating acts on the polarization through the term $a(T-T_0)P$, its effect is proportional to $P$. That suggests $p$ vanishes at $T_0$.

**A:** The drive does vanish, but the crystal's softness grows at the same time. Differentiate equation (1) with respect to $T$ at fixed $E$. The explicit temperature dependence gives $aP$, and the dependence through $P$ gives a factor $p$:

$$aP+\left[a(T-T_0)+3bP^2+5cP^4\right]p=0 .$$

Differentiating (1) with respect to $E$ at fixed $T$ instead gives

$$\left[a(T-T_0)+3bP^2+5cP^4\right]\chi=1,\qquad \chi=\left(\frac{\partial P}{\partial E}\right)_T .$$

The same bracket appears in both, so

$$p=-aP\chi . \tag{4}$$

Heating by $dT$ therefore acts like a field $-aP\,dT$ opposed to the polarization. Its effect depends on how the product $P\chi$ behaves.

**Q:** And which factor wins?

**A:** Take $c=0$ first. Then $P_s=\sqrt{at/b}$, and the inverse susceptibility (3) is $2bP_s^2=2at$. Hence

$$p=-a\sqrt{\frac{at}{b}}\;\frac{1}{2at}=-\frac12\sqrt{\frac{a}{b}}\;t^{-1/2}. \tag{5}$$

The polarization falls as $t^{1/2}$, but the susceptibility rises as $t^{-1}$. The susceptibility wins by half a power. Differentiating $P_s=\sqrt{at/b}$ directly gives the same answer, with the minus sign coming from $dt=-dT$.

The sign says that heating reduces the polarization of the chosen domain. In the opposite domain both $P$ and $p$ change sign. What diverges to positive infinity is $|p|$.

**Q:** You removed the sixth-order term to get a clean square root. Does the law survive when you put it back?

**A:** It survives as the leading behaviour near $T_0$. Define the dimensionless distance

$$x=\frac{act}{b^2}.$$

Equation (2) becomes

$$P_s^2=\frac{b}{2c}\left(\sqrt{1+4x}-1\right).$$

For small $x$, $\sqrt{1+4x}=1+2x-2x^2+4x^3+O(x^4)$. Since $(b/2c)\,2x=at/b$,

$$P_s^2=\frac{at}{b}\left[1-x+2x^2+O(x^3)\right].$$

Now take the square root, using $\sqrt{1+y}=1+y/2-y^2/8+\dots$ with $y=-x+2x^2$. The coefficient of $x^2$ is $1-1/8=7/8$:

$$P_s=\sqrt{\frac{at}{b}}\left[1-\frac{x}{2}+\frac{7x^2}{8}+O(x^3)\right].$$

Because $x$ is proportional to $t$, the three terms vary as $t^{1/2}$, $t^{3/2}$ and $t^{5/2}$. Differentiation multiplies them by $\tfrac12$, $\tfrac32$ and $\tfrac52$ and divides each by $t$. Relative to the first term, the second gains a factor 3 and the third a factor 5. With $dT=-dt$,

$$p=-\frac12\sqrt{\frac ab}\;t^{-1/2}\left[1-\frac{3x}{2}+\frac{35x^2}{8}+O(x^3)\right]. \tag{6}$$

The bracket tends to 1 as $t\to0$, so neither the exponent nor the amplitude of the divergence depends on $c$.

**Q:** "Near $T_0$" could mean a microkelvin. Put numbers in.

**A:** I choose round model parameters that represent no particular material:

- $T_0=320$ K
- $a=2\times10^6$ J m C$^{-2}$ K$^{-1}$
- $b=2\times10^9$ J m$^5$ C$^{-4}$
- $c=2\times10^{10}$ J m$^9$ C$^{-6}$

The temperature scale in $x$ is $b^2/(ac)=100$ K, so $x=t/(100\ \text{K})$. At $t=1$ K, $x=0.01$. The leading law gives

$$|p|=\frac12\sqrt{\frac{2\times10^6}{2\times10^9\times1}}=0.0158\ \text{C m}^{-2}\text{K}^{-1},$$

or 15.8 mC m$^{-2}$ K$^{-1}$. The bracket in (6) is $1-0.0150+0.0004=0.9854$, which lowers this to 15.6 mC m$^{-2}$ K$^{-1}$, equal to 1.56 µC cm$^{-2}$ K$^{-1}$.

Apart from the last column, which is the leading law, the values below come from locating the minimum of $F$ numerically and taking finite differences in temperature and field, without using (4) to (6). The pyroelectric coefficient is in mC m$^{-2}$ K$^{-1}$.

| $t$ (K) | $P_s$ (C m$^{-2}$) | $\chi$ (F m$^{-1}$) | $p$ | $p$ from (5) |
|---|---|---|---|---|
| 10 | 0.0957 | $2.31\times10^{-8}$ | −4.42 | −5.00 |
| 1 | 0.0315 | $2.48\times10^{-7}$ | −15.6 | −15.8 |
| 0.1 | 0.0100 | $2.50\times10^{-6}$ | −49.9 | −50.0 |
| 0.01 | 0.00316 | $2.50\times10^{-5}$ | −158.1 | −158.1 |

Between the last two rows $t$ falls tenfold. The polarization falls by about $\sqrt{10}$, the susceptibility rises by about 10, and $|p|$ rises by about $\sqrt{10}$. This is the competition in equation (4).

**Q:** At 10 K your law is off by more than a tenth. If I fitted an exponent there, would I get one half?

**A:** Not quite. Between 10 K and 1 K the logarithmic slope of $|p|$ against $t$ is −0.548. It is −0.506 over the next decade and −0.5006 over the last.

The excess comes from the bracket in (6). The ratio of the numerical $p$ to the leading law is 0.8830 at 10 K and 0.9854 at 1 K. Over that decade the slope is therefore

$$-\frac12+\log_{10}\frac{0.8830}{0.9854}=-0.548 .$$

The sixth-order term stiffens the crystal at large polarization, so $|p|$ falls faster with distance from $T_0$ than the leading law says.

The correction can also be isolated. At $t=0.1$ K, where $x=10^{-3}$, subtract 1 from the ratio and divide by $x$. Equation (6) predicts $-\tfrac32+\tfrac{35}{8}x\approx-1.496$. The numerical minimum gives −1.4955.

**Q:** An infinite coefficient should mean infinite charge on the electrodes. Surely that is unphysical.

**A:** The charge per unit electrode area is the change in $P$, which is the integral of $p$ and not its peak value. Heating from $t$ below the transition up to $T_0$ gives

$$\int_{T_0-t}^{T_0}p\,dT'=P_s(T_0)-P_s(T_0-t)=-P_s(T_0-t).$$

This is finite because $t^{-1/2}$ is integrable at zero. For $c=0$ one sees it directly, with $t'$ the distance from $T_0$:

$$-\frac12\sqrt{\frac ab}\int_0^t\frac{dt'}{\sqrt{t'}}=-\frac12\sqrt{\frac ab}\;2\sqrt t=-\sqrt{\frac{at}{b}} .$$

In the example, the last 10 K release 0.0957 C m$^{-2}$ in magnitude. The last 0.1 K is one hundredth of that interval but supplies $0.0100/0.0957\approx0.104$ of the charge. The pure square-root law would give $\sqrt{0.01}=0.1$. The share is slightly larger because the sixth-order term reduces the polarization at 10 K more than at 0.1 K.

The same integral tells you what a finite temperature step measures. A step of width $\delta$ ending at $T_0$ gives the average magnitude

$$\frac{P_s(T_0-\delta)}{\delta}\simeq\sqrt{\frac{a}{b\delta}},$$

twice the leading value of $|p|$ at the start of the step. For $\delta=0.1$ K this is about 100 mC m$^{-2}$ K$^{-1}$, compared with 50 at the start. A finite step never reports an infinite coefficient.

**Q:** Suppose the sample is held under a small bias field to keep it poled. Does the divergence survive that?

**A:** No. Let $E>0$ and again start with $c=0$. The energy is lower at $+P$ than at $-P$ by $2EP$, so the minimum has $P>0$. Dividing (1) by $P$ gives

$$a(T-T_0)=\frac EP-bP^2 . \tag{7}$$

The right side decreases steadily from $+\infty$ to $-\infty$ as $P$ grows from zero. Each temperature therefore has one positive solution, and $P$ varies smoothly through $T_0$. Substituting (7) into the inverse susceptibility gives

$$\frac1\chi=\frac EP-bP^2+3bP^2=\frac EP+2bP^2,$$

and (4) becomes

$$p=-\frac{aP^2}{E+2bP^3}.$$

To find the largest magnitude, differentiate with respect to $P$:

$$\frac{d|p|}{dP}=a\,\frac{2P(E+2bP^3)-6bP^4}{(E+2bP^3)^2}=\frac{2aP(E-bP^3)}{(E+2bP^3)^2}.$$

This is positive for $P^3<E/b$ and negative for $P^3>E/b$, so the maximum lies at $P^3=E/b$. There the right side of (7) is zero. For $c=0$ the peak thus sits at $T=T_0$, with height

$$|p|_{\max}=\frac{aP^2}{3E}=\frac{a}{3b^{2/3}E^{1/3}}. \tag{8}$$

The height grows without limit as $E\to0$, which recovers the divergence.

**Q:** How close to $T_0$ may I then trust the zero-field formula?

**A:** A natural scale is the distance $t^*$ at which formula (5) would reach the height (8). Equate their squares:

$$\frac{a}{4bt^*}=\frac{a^2}{9b^{4/3}E^{2/3}}
\quad\Longrightarrow\quad
t^*=\frac{9\,b^{1/3}E^{2/3}}{4a}.$$

At distances of order $t^*$ or less, the field matters. For $t\gg t^*$ the zero-field law is a good approximation, provided $x$ is also small.

Take $E=2000$ V m$^{-1}$. At the peak $P=(E/b)^{1/3}=0.01$ C m$^{-2}$, so

$$|p|_{\max}=\frac{2\times10^6\times10^{-4}}{3\times2000}=0.0333\ \text{C m}^{-2}\text{K}^{-1},$$

or 33.3 mC m$^{-2}$ K$^{-1}$, with $t^*=0.225$ K. Numerical maximization gives the same height. Reducing the field tenfold raises the peak by $10^{1/3}\approx2.15$, to 71.8 mC m$^{-2}$ K$^{-1}$, and shrinks $t^*$ to 0.048 K. The large entries in the last two rows of the table therefore need a much smaller bias than 2000 V m$^{-1}$.

**Q:** Does the peak stay at $T_0$ if $c$ is restored?

**A:** It moves slightly upward. With $c>0$ the same substitution gives

$$p=-\frac{aP^2}{E+2bP^3+4cP^5}.$$

The numerator of $d|p|/dP$ is now

$$a\left[2P(E+2bP^3+4cP^5)-P^2(6bP^2+20cP^4)\right]=2aP\left(E-bP^3-6cP^5\right).$$

It vanishes when $E=bP^3+6cP^5$. Putting this in the equation of state gives

$$a(T-T_0)=\frac EP-bP^2-cP^4=5cP^4>0 .$$

With $P\approx0.01$ C m$^{-2}$ the shift is $5\times2\times10^{10}\times10^{-8}/(2\times10^6)=5\times10^{-4}$ K. The numerical peak lies 0.50 mK above $T_0$, and its height is still 33.3 mC m$^{-2}$ K$^{-1}$ to three digits.

**Q:** You have insisted on $b>0$. Is that a technicality, or does the exponent depend on it?

**A:** The exponent depends on it. Set $b=0$ with $c>0$, the tricritical case. The zero-field condition is $at=cP_s^4$, so

$$P_s=\left(\frac{at}{c}\right)^{1/4},\qquad
p=-\frac14\left(\frac ac\right)^{1/4}t^{-3/4}.$$

The numerical minimum gives an exponent of −0.750 here. The divergence is stronger because there is no quartic term to limit the polarization near $T_0$.

For $b<0$ and $c>0$ the transition is first order. It occurs above $T_0$, where the polar minimum has the same energy as $P=0$. At zero field the two conditions, stationarity and equal energy, are

$$a(T-T_0)+bP^2+cP^4=0,\qquad
\tfrac12a(T-T_0)+\tfrac14bP^2+\tfrac16cP^4=0 .$$

Subtracting twice the second from the first leaves $\tfrac12bP^2+\tfrac23cP^4=0$, so $P^2=3|b|/(4c)$. The inverse susceptibility keeps the form (3), since that used stationarity alone:

$$\frac1\chi=2P^2(b+2cP^2)=2P^2\left(-|b|+\tfrac32|b|\right)=|b|P^2 .$$

Hence $p=-a/(|b|P)$ on the polar side. This is finite because $\chi$ is finite there. In equilibrium the polarization then jumps to zero, and that jump is separate from the coefficient of the polar phase. A sample heated past this point can stay in the polar minimum as a metastable state up to $T-T_0=b^2/(4ac)$. There $b+2cP^2=0$, so $\chi$ and $|p|$ diverge although $P$ is still finite.

**Q:** Your coefficients are constants. In a crystal they drift with temperature, and the lattice deforms as the polarization changes.

**A:** Smooth drift does not alter the leading law. Let the quadratic coefficient be $-at+O(t^2)$ and the quartic one $b+O(t)$, with $a$ and $b$ their values at $T_0$. Then $P_s=\sqrt{at/b}\,[1+O(t)]$, with a smooth bracket. Differentiation gives (5) times $1+O(t)$.

Deformation at fixed stress is already contained in the coefficients. A strain that follows $P^2$ enters through $b$. To see how, take one strain $S$ at zero stress, with elastic energy $\tfrac12CS^2$, $C>0$, and coupling $-qSP^2$, leaving thermal expansion aside. Minimizing over $S$ gives $S=qP^2/C$, and the two terms together become

$$\frac{q^2P^4}{2C}-\frac{q^2P^4}{C}=-\frac{q^2P^4}{2C}.$$

Comparison with $\tfrac14bP^4$ shows that $b=b_{\text{clamped}}-2q^2/C$. A free crystal has a smaller quartic coefficient than one held at $S=0$, and so a larger $|p|$ in (5). The exponent is the same as long as the free-crystal $b$ remains positive.

If the high-temperature phase is piezoelectric, a coupling $-gSP$ is possible as well. Taken alone, it gives $S=gP/C$ and adds $-g^2P^2/(2C)$ to the energy. That raises $T_0$ by $g^2/(aC)$ above its value at $S=0$ and leaves the exponent unchanged.

**Q:** What would make you give up the exponent one half in a crystal with $b>0$?

**A:** In a uniform crystal, a failure of the mean-field assumption. If the polarization vanishes as $P_s=Kt^{\beta}$ with $K>0$ and $0<\beta<1$, then

$$p=-\beta K\,t^{\beta-1}.$$

The inverse square root is the case $\beta=\tfrac12$, which the Landau energy with $b>0$ imposes. Where fluctuations change $\beta$, they change the exponent of $p$ with it. In a three-dimensional crystal with one polar axis, however, long-range dipolar forces suppress the fluctuations. The leading correction then grows only as the logarithm of $t$, so $\beta$ stays $\tfrac12$ and the law acquires a slowly varying logarithmic factor instead of a new power. The free energy used here cannot say how close to $T_0$ such corrections set in.

Domains affect the amplitude in another way. If a fixed volume fraction $f$ points up and the rest points down, the average coefficient is $fp-(1-f)p=(2f-1)p$. Equal fractions cancel the signal even though each domain follows the law. Spatial variation of $T_0$ would also mix different distances $t$ in one measurement. Formula (5) therefore applies to a uniform, poled crystal, with $t$ large compared with $t^*$, small compared with both $b^2/(ac)$ and the temperature range over which the coefficients drift appreciably, and outside any region where fluctuations matter.

## Computed values

```
T0 = 320 K
a = 2.0e+06 J m C^-2 K^-1
b = 2.0e+09 J m^5 C^-4
c = 2.0e+10 J m^9 C^-6
b^2/(a c) = 100.0 K
t = 10 K (T = 310.00 K):
  P_s = 0.095712 C/m^2, chi = 2.3064e-08 F/m
  p minimized = -4.4151 mC/(m^2 K)
  p leading law = -5.0000 mC/(m^2 K)
  ratio minimized/leading = 0.88302
t = 1 K (T = 319.00 K):
  P_s = 0.031467 C/m^2, chi = 2.4757e-07 F/m
  p minimized = -15.5809 mC/(m^2 K)
  p leading law = -15.8114 mC/(m^2 K)
  ratio minimized/leading = 0.98542
t = 0.1 K (T = 319.90 K):
  P_s = 0.009995 C/m^2, chi = 2.4975e-06 F/m
  p minimized = -49.9252 mC/(m^2 K)
  p leading law = -50.0000 mC/(m^2 K)
  ratio minimized/leading = 0.99850
t = 0.01 K (T = 319.99 K):
  P_s = 0.003162 C/m^2, chi = 2.4998e-05 F/m
  p minimized = -158.0902 mC/(m^2 K)
  p leading law = -158.1139 mC/(m^2 K)
  ratio minimized/leading = 0.99985
p at t = 1 K, converted = -1.5581 uC/(cm^2 K)
exponent from 10 to 1 K = -0.54765
exponent from 1 to 0.1 K = -0.50573
exponent from 0.1 to 0.01 K = -0.50058
correction coefficient at t = 0.1 K = -1.4955
integral of p over last 10 K = -0.095712 C/m^2
share of it from last 0.1 K = 0.1044
E = 200 V/m, c = 0: peak p = -71.8145 mC/(m^2 K), t* = 0.0485 K
E = 2000 V/m, c = 0: peak p = -33.3333 mC/(m^2 K), t* = 0.2250 K
E = 20000 V/m, c = 0: peak p = -15.4720 mC/(m^2 K), t* = 1.0444 K
E = 2000 V/m, c included: peak p = -33.2891 mC/(m^2 K)
  at T - T0 = 0.496 mK
exponent for b = 0 = -0.75000
```
